# Octupole rotation and momentum-resolved spin overlap in antiferromagnetic tunnel junctions, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The electrode and its spin texture

### Definitions and conventions

Each electrode is a stack of kagome layers parallel to the barrier. With lattice constant $a$, the in-plane lattice vectors are

$$\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\qquad \mathbf a_3=\mathbf a_2-\mathbf a_1 .$$

The origin is the centre of a hexagon. Sublattice $i=1,2,3$ then has sites at $\pm\mathbf a_i/2$ on that hexagon. Neighbouring sites of sublattices $i$ and $j$ are separated by $\pm\mathbf a_m/2$, where $m$ is the third index. For example, $\mathbf a_1/2-\mathbf a_2/2=-\mathbf a_3/2$.

The local moments are classical unit vectors lying in the layer,

$$\mathbf S_i=(\cos\beta_i,\sin\beta_i,0),\qquad \beta_i=\gamma_i-\Phi,\qquad (\gamma_1,\gamma_2,\gamma_3)=(0,120^\circ,-120^\circ).$$

Their sum is zero. The angle $\Phi$ will turn out to be the direction of the magnetic octupole. Angles are counted anticlockwise about the layer normal $z$, and $R_z(\alpha)$ rotates a vector by $\alpha$ about that axis. The in-plane momentum is $\mathbf k$, and the Pauli matrices are $\boldsymbol\sigma$. "Spin direction" means the direction of $\langle\boldsymbol\sigma\rangle$.

The two electrodes have the same crystal orientation and the same parameters. They differ in their octupole angles $\Phi_L$ and $\Phi_R$, and $\varphi=\Phi_R-\Phi_L$.

### Simple case: one spin state on each side

Let an electron leave a state with spin along the unit vector $\mathbf s_L$ and enter one with spin along $\mathbf s_R$, while the barrier leaves spin unchanged. The projector on each spin state is $\Pi=\frac12(1+\mathbf s\cdot\boldsymbol\sigma)$. Since $\mathrm{Tr}\,\sigma_a=0$ and $\mathrm{Tr}\,\sigma_a\sigma_b=2\delta_{ab}$, the squared overlap is

$$\mathrm{Tr}(\Pi_L\Pi_R)=\tfrac14\left(2+2\,\mathbf s_L\cdot\mathbf s_R\right)=\tfrac12(1+\mathbf s_L\cdot\mathbf s_R).$$

It is one for parallel spins and zero for antiparallel spins.

If several states contribute at one momentum, the projector is replaced by a positive $2\times2$ matrix $\rho=\frac12(N+\mathbf P\cdot\boldsymbol\sigma)$. The same traces give

$$\mathrm{Tr}(\rho_L\rho_R)=\tfrac12\left(N_LN_R+\mathbf P_L\cdot\mathbf P_R\right). \tag{1}$$

The eigenvalues of $\rho$ are $\frac12(N\pm|\mathbf P|)$, so positivity requires $|\mathbf P|\le N$.

Now take two momenta with equal $N$ and opposite in-plane polarizations $\pm\mathbf P$. The net polarization is zero. Rotate every polarization of the right electrode by the same angle $\varphi$ in the plane. If momentum is conserved, each momentum contributes $\frac12(N^2+P^2\cos\varphi)$, and the angular term survives the sum. If either initial momentum can lead to either final momentum with equal probability, the sum contains $(\mathbf P-\mathbf P)\cdot(\mathbf P'-\mathbf P')=0$, and the angular term vanishes. A compensated magnet can therefore act as its own spin analyser, provided the barrier keeps track of momentum. It remains to find $N(\mathbf k)$ and $\mathbf P(\mathbf k)$ for the kagome electrode and to see how they follow the octupole.

### The octupole from its definition

The in-plane octupole components used here are

$$O_x=\sum_i\mathbf S_i\cdot\nabla\left[x(4z^2-x^2-y^2)\right],\qquad
O_y=\sum_i\mathbf S_i\cdot\nabla\left[y(4z^2-x^2-y^2)\right],$$

summed over one triangle and measured from its centre. The bracketed functions are solid harmonics of degree three that transform like $x$ and $y$ under rotations about $z$.

The triangle with corners $\mathbf a_1/2$, $\mathbf a_2/2$ and $(\mathbf a_1+\mathbf a_2)/2$ has its centre at $(\mathbf a_1+\mathbf a_2)/3$. From there, the corners lie at a common distance $r$ and at angles $\theta_i=-90^\circ,150^\circ,30^\circ$. At $z=0$ the gradients have in-plane parts $(-3x^2-y^2,\,-2xy)$ and $(-2xy,\,-x^2-3y^2)$. In polar form $3x^2+y^2=r^2(2+\cos2\theta)$, $x^2+3y^2=r^2(2-\cos2\theta)$ and $2xy=r^2\sin2\theta$. The parts with the factor 2 multiply $\sum_i\mathbf S_i=0$, which leaves

$$O_x=-r^2\sum_i\cos(\beta_i-2\theta_i),\qquad O_y=r^2\sum_i\sin(\beta_i-2\theta_i).$$

The listed angles satisfy $\gamma_i=-90^\circ-\theta_i$ modulo $360^\circ$. Hence $\beta_i-2\theta_i=-\Phi-90^\circ-3\theta_i$. Since $3\theta_i$ equals $90^\circ$ modulo $360^\circ$ at each corner, the three arguments all equal $-\Phi-180^\circ$, and

$$(O_x,O_y)=3r^2(\cos\Phi,\sin\Phi). \tag{2}$$

The octupole points along $\Phi$. Because $\beta_i=\gamma_i-\Phi$, turning the octupole by $+\varphi$ means turning every spin by $-\varphi$. The opposite triangles are related by $\mathbf r\to-\mathbf r$, which leaves the quadratic gradients unchanged, so they contribute the same octupole.

As a test, the gradients were evaluated by finite differences at $\Phi=0^\circ$, $25^\circ$ and $140^\circ$; the octupole had those directions and the dipole sum vanished. If the chirality is reversed, with $\beta_i=\Phi-\gamma_i$, the arguments become $\Phi+90^\circ-\theta_i$. They are spread by $120^\circ$ and the sums vanish. The octupole in (2) thus belongs to the chirality chosen here.

### Electrons in one layer

An electron hops between neighbouring sites with amplitude $-t$ and feels an exchange energy $-J\,\mathbf S_i\cdot\boldsymbol\sigma$ on site $i$. For $J>0$, spin parallel to the local moment lowers the energy. The two neighbours at $\pm\mathbf a_m/2$ add phases $e^{\pm i\mathbf k\cdot\mathbf a_m/2}$, so the layer Hamiltonian has the blocks

$$h_{ii}=-J\,\mathbf S_i\cdot\boldsymbol\sigma,\qquad h_{ij}=-2t\cos\frac{\mathbf k\cdot\mathbf a_m}{2}\quad(i\neq j\neq m). \tag{3}$$

This is a mean-field model with fixed moments and one orbital per site.

Layers are stacked site above site, with spin-conserving hopping $-t_z$ between equivalent sites. Every layer has the same $h(\mathbf k)$. An eigenvector $\psi_n$ of $h$, with energy $\varepsilon_n$, therefore defines an independent semi-infinite chain along $z$. Let $g_s$ be the Green function on the surface layer of this chain and let $x=E-\varepsilon_n$. Removing the surface layer leaves an identical chain, so

$$g_s=\frac1{x-t_z^2g_s}\quad\Rightarrow\quad t_z^2g_s^2-xg_s+1=0 .$$

For $|x|<2t_z$ the retarded root, which has negative imaginary part, is $g_s=[x-i\sqrt{4t_z^2-x^2}]/(2t_z^2)$. The surface density of states is

$$s(x)=-\frac{1}{\pi}\,\mathrm{Im}\,g_s=\frac{\sqrt{4t_z^2-x^2}}{2\pi t_z^2},\qquad |x|<2t_z, \tag{4}$$

and it is zero outside this window. The area under the square root is a half-disc, $\frac12\pi(2t_z)^2$, so $\int s\,dx=1$, as one state per chain site requires. A mode is called open if $|E-\varepsilon_n|<2t_z$.

### What the barrier sees

The first barrier layer has one orbital above each hexagon centre. It couples with equal strength $w$ to the six surrounding sites $\pm\mathbf a_i/2$. The Bloch state therefore enters through the spinor

$$\chi_n=\sum_i u_i\psi_n(i),\qquad u_i=2\cos\frac{\mathbf k\cdot\mathbf a_i}{2}.$$

The surface spectral matrix seen by the barrier is

$$\rho(\mathbf k,E)=\sum_n s(E-\varepsilon_n)\,\chi_n\chi_n^\dagger=\tfrac12\left(N+\mathbf P\cdot\boldsymbol\sigma\right). \tag{5}$$

$N$ and $\mathbf P$ have the unit 1/eV. They include interference between the three sublattices and are therefore not the spin of the whole Bloch state.

### Turning the octupole turns the texture

Let $D=e^{i\Phi\sigma_z/2}$, which rotates spin by $-\Phi$. It changes $\mathbf S_i(0)\cdot\boldsymbol\sigma$ into $\mathbf S_i(\Phi)\cdot\boldsymbol\sigma$ and commutes with spin-independent hopping. Hence $h(\mathbf k;\Phi)=Dh(\mathbf k;0)D^\dagger$. The energies are unchanged and each $\chi_n$ becomes $D\chi_n$, so

$$N(\mathbf k;\Phi)=N(\mathbf k;0),\qquad \mathbf P(\mathbf k;\Phi)=R_z(-\Phi)\,\mathbf P(\mathbf k;0). \tag{6}$$

Spin-orbit hopping proportional to $i\sigma_z$ also commutes with $D$ and preserves (6). Rashba hopping contains $\sigma_x$ and $\sigma_y$ tied to bond directions; it does not commute with $D$.

Direct diagonalization tested this for a $70^\circ$ turn. Without spin-orbit coupling, and with 20 meV of the $\sigma_z$ type, (6) held to better than $10^{-5}$ of the largest $N$. With 20 meV Rashba hopping it failed by more than $10^{-3}$ of the largest $N$.

### Why the texture is planar and compensated

Consider the antiunitary operation $\Theta=\sigma_xK$, where $K$ is complex conjugation. It leaves $\sigma_x$ and $\sigma_y$ unchanged and reverses $\sigma_z$. The hopping in (3) is real and the moments are planar, so $\Theta$ leaves $h(\mathbf k)$ unchanged. The $u_i$ are real as well. Therefore $\rho$ is unchanged by $\Theta$, which forces $P_z(\mathbf k)=0$.

Next rotate $\mathbf k$ by $120^\circ$, written $C_3\mathbf k$. Rotating the momentum forwards is equivalent to rotating the lattice vectors backwards:

$$C_3^{-1}\mathbf a_1=-\mathbf a_2,\qquad C_3^{-1}\mathbf a_2=-\mathbf a_3,\qquad C_3^{-1}\mathbf a_3=\mathbf a_1 .$$

Cosines ignore the signs. Sublattice $i$ at $C_3\mathbf k$ thus plays the part of sublattice $i+1$ at $\mathbf k$, counted cyclically, in both the hopping and the $u_i$. Its moment, however, is $\mathbf S_i=R_z(-120^\circ)\mathbf S_{i+1}$. The relabelled Hamiltonian is the old one with all spins turned by $-120^\circ$, and

$$\mathbf P(C_3\mathbf k)=R_z(-120^\circ)\,\mathbf P(\mathbf k). \tag{7}$$

Three momenta related by $C_3$ have polarizations that add to zero. Any sum with a threefold-symmetric weight therefore vanishes.

Equation (7) also agrees with a rigid rotation. If crystal and moments turn together by $120^\circ$, the new texture at $\mathbf k$ is $R_z(120^\circ)\mathbf P(C_3^{-1}\mathbf k)=R_z(240^\circ)\mathbf P(\mathbf k)=R_z(-120^\circ)\mathbf P(\mathbf k)$. This is (6) for an octupole turned by $+120^\circ$, as expected of a quantity that rotates like a vector.

### Two limits in momentum space

**The M points.** At one M point $\mathbf k\cdot\mathbf a_1=0$ and $\mathbf k\cdot\mathbf a_2=\mathbf k\cdot\mathbf a_3=\pi$. Then $u=(2,0,0)$, and both hoppings from sublattice 1 vanish. The barrier sees one isolated sublattice, with energies $-J$ and $+J$ for spin parallel and antiparallel to $\mathbf S_1$. If only the lower level is open,

$$N=|\mathbf P|=4\,s(E+J),\qquad \mathbf P\parallel\mathbf S_1 . \tag{8}$$

The other two M points show $\mathbf S_2$ and $\mathbf S_3$. Each is fully polarized, and the three directions cancel in the sum.

**The zone centre.** At $\mathbf k=0$ all hoppings are $-2t$ and all $u_i=2$. The barrier sees the symmetric orbital $|0\rangle=(1,1,1)/\sqrt3$, whose hopping energy is $-4t$. The two orbitals $|\pm\rangle=(1,e^{\pm2\pi i/3},e^{\mp2\pi i/3})/\sqrt3$ have energy $+2t$. At $\Phi=0$ the exchange term is

$$-J\left(e^{-i\gamma_i}|\uparrow\rangle\langle\downarrow|+e^{i\gamma_i}|\downarrow\rangle\langle\uparrow|\right).$$

Its site phases connect $|0\downarrow\rangle$ with $|-\uparrow\rangle$, and $|0\uparrow\rangle$ with $|+\downarrow\rangle$, each with matrix element $-J$. Both pairs have the same $2\times2$ matrix, with diagonal entries $-4t$ and $2t$, and hence the energies

$$\varepsilon=-t\pm\sqrt{9t^2+J^2}. \tag{9}$$

The two spins of $|0\rangle$ enter equally, so $\mathbf P(0)=0$.

Suppose the lower pair in (9) is open and no mode is at a window edge. Then $\mathbf P$ is a smooth function near $\mathbf k=0$. It is even, because (3) and $u_i$ are even. Its leading term in $P_x+iP_y$ can contain $k^2$, $k^2e^{2i\theta}$ and $k^2e^{-2i\theta}$, where $\theta$ is the direction of $\mathbf k$. Advancing $\theta$ by $120^\circ$ must multiply it by $e^{-i120^\circ}$, by (7). Only the second term does so:

$$P_x+iP_y\simeq C\,k^2e^{2i\theta}, \tag{10}$$

with a constant $C$ that is nonzero unless the parameters are specially tuned. The polarization turns twice as $\mathbf k$ goes once around the centre. A circle of radius 0.3 nm⁻¹ gave a winding of 2.000 for the open-centre case treated in Part 2.

## Part 2. The junction and its conductance

### Symbols and results carried over

The electrode has in-plane hopping $t$, interlayer hopping $t_z$ and exchange energy $J$. The barrier couples to it with strength $w$. The surface matrix is $\rho=\frac12(N+\mathbf P\cdot\boldsymbol\sigma)$, and two such matrices overlap as $\mathrm{Tr}(\rho_L\rho_R)=\frac12(N_LN_R+\mathbf P_L\cdot\mathbf P_R)$. $\mathbf P(\mathbf k)$ lies in the layer plane, turns by $-\Phi$ when the octupole turns by $\Phi$, and sums to zero over momenta related by threefold rotation. It is complete at the M points if only the lower local level is open. It vanishes as $k^2$ at the zone centre. The relative octupole angle is $\varphi=\Phi_R-\Phi_L$.

### A barrier of $n$ layers

The barrier has $n$ layers with spacing $d$, hopping $-t_b$ between layers and one spin-degenerate orbital per cell. Its on-site energy at fixed in-plane momentum is

$$V(\mathbf k)=E_F+\Delta+2t_b+t_\parallel\Big[6-2\sum_{i=1}^3\cos(\mathbf k\cdot\mathbf a_i)\Big].$$

The barrier band bottom at $\mathbf k=0$ then lies at height $\Delta$ above the Fermi energy $E_F$. An isotropic effective mass $m^*$ fixes both hoppings. Along $z$, $t_b=\hbar^2/(2m^*d^2)$. For small $\mathbf k$ the square bracket is $\sum_i(\mathbf k\cdot\mathbf a_i)^2=\frac32a^2k^2$, so $t_\parallel=\hbar^2/(3m^*a^2)$.

At the Fermi energy define $\kappa(\mathbf k)$ by $E_F-V=-2t_b\cosh\kappa$, or

$$\cosh\kappa=1+\frac{\Delta+t_\parallel[6-2\sum_i\cos(\mathbf k\cdot\mathbf a_i)]}{2t_b}. \tag{11}$$

The isolated barrier is described by the tridiagonal matrix $E_F-H_b$, with diagonal $-2t_b\cosh\kappa$ and off-diagonal $+t_b$. Its determinant obeys

$$D_n=-2t_b\cosh\kappa\,D_{n-1}-t_b^2D_{n-2},\qquad D_0=1,\quad D_1=-2t_b\cosh\kappa .$$

The solution is $D_n=(-t_b)^n\sinh[(n+1)\kappa]/\sinh\kappa$, because $\sinh[(n+1)\kappa]=2\cosh\kappa\sinh(n\kappa)-\sinh[(n-1)\kappa]$. The cofactor joining the first and last layers has magnitude $t_b^{n-1}$. The propagator across the barrier is their ratio, and its square is the barrier weight:

$$|g|=\frac{\sinh\kappa}{t_b\sinh[(n+1)\kappa]},\qquad W(\mathbf k)=|g|^2. \tag{12}$$

For $n=1$ this gives $|g|=1/(2t_b\cosh\kappa)$, the inverse energy distance of a single site. For large $n\kappa$, $W$ falls as $e^{-2n\kappa}$.

We now have the electrode's momentum-resolved spin texture, the way it turns with the octupole, and the weight $W(\mathbf k)$ with which the barrier passes each momentum. It remains to combine them into a conductance, find its dependence on $\varphi$, and evaluate it for a worked junction.
